\section*{Why halo implants can raise threshold voltage as gate length shrinks}

\section{Question}

In an n-channel silicon transistor with uniform channel doping, shortening the gate lowers the threshold voltage, because the source and drain help the gate to pull down the barrier for electrons. Halo implants add acceptors in a pocket at each end of the channel. Why can the threshold of such a transistor rise when the gate is shortened, although no acceptor has been added?

\section{A fixed number of acceptors in a shorter channel}

The implant sets the width of each pocket, and the gate length does not enter. A shorter gate removes lightly doped material from the middle of the channel and leaves the pockets as they were. The pockets therefore fill a larger fraction of what remains.

Let $L$ be the distance between the source and drain junctions; it follows the gate length one to one if the gate overlaps the junctions by a fixed amount. Let $N_B$ be the background acceptor density, $w$ the pocket width and $N_h$ the excess density in a pocket, taken as uniform over the depletion depth. For $L\ge 2w$ the length average is
\begin{align}
N_{\rm av}&=\frac1L\left[(N_B+N_h)w+N_B(L-2w)+(N_B+N_h)w\right]\nonumber\\
&=N_B+\frac{2wN_h}{L}.
\label{av}
\end{align}
The numerator $2wN_h$ is fixed, so the pocket contribution grows as $1/L$. For a pocket with a graded edge, $w$ is the lateral integral of the excess density divided by $N_h$, provided that the tail fits inside the channel.

Two independent implants add where they overlap. For $w\le L<2w$ each pocket still lies wholly inside the channel, and (\ref{av}) continues to hold. For $L\le w$ both pockets cover the whole channel, the density is $N_B+2N_h$, and the growth stops. If the overlap were instead capped at $N_B+N_h$, growth would stop at $L=2w$.

\section{From doping to threshold}

More acceptors mean more negative depletion charge, which the gate must balance before electrons collect at the surface. To put this in a formula, take a uniformly doped channel of acceptor density $N$, with source and body grounded. Let $\psi$ be the band bending, zero in the bulk, and write $V_t=kT/q$ and $\phi_F=V_t\ln(N/n_i)$. With Boltzmann statistics the hole and electron densities are $Ne^{-\psi/V_t}$ and $Ne^{(\psi-2\phi_F)/V_t}$. Poisson's equation in the depth $y$ is
\begin{equation}
\frac{d^2\psi}{dy^2}=\frac{qN}{\varepsilon_s}\left[1-e^{-\psi/V_t}+e^{-2\phi_F/V_t}\left(e^{\psi/V_t}-1\right)\right].
\end{equation}
Multiply by $2\,d\psi/dy$, so that the left side becomes the derivative of $(d\psi/dy)^2$, and integrate from the neutral bulk to the surface, where $\psi=\psi_s$. The surface field $E_s$ obeys
\begin{align}
E_s^2=\frac{2qN}{\varepsilon_s}\Big[&\psi_s+V_t\left(e^{-\psi_s/V_t}-1\right)+V_te^{(\psi_s-2\phi_F)/V_t}\nonumber\\
&-(V_t+\psi_s)e^{-2\phi_F/V_t}\Big].
\end{align}
Threshold is defined by $\psi_s=2\phi_F$, where the surface electron density equals $N$. The hole term then contributes $-V_t$ and the electron term $+V_t$. They cancel, and the bracket becomes $2\phi_F(1-e^{-2\phi_F/V_t})$. Dropping the exponentially small part,
\begin{equation}
\varepsilon_sE_s=\sqrt{4q\varepsilon_s\phi_FN}.
\end{equation}

The gate voltage is the sum of the flat-band voltage, the band bending and the oxide drop $\varepsilon_sE_s/C_{\rm ox}$. For an n$^+$ silicon gate with its Fermi level at the conduction-band edge, the intrinsic level at midgap, and no charge in the oxide, the flat-band voltage is $-E_g/2q-\phi_F$. Adding $2\phi_F$ gives
\begin{equation}
V_T(N)=-\frac{E_g}{2q}+\phi_F+V_{\rm dep},\qquad
V_{\rm dep}=\frac{\sqrt{4q\varepsilon_s\phi_FN}}{C_{\rm ox}}.
\label{vt}
\end{equation}

Since $d\phi_F/dN=V_t/N$ and $V_{\rm dep}\propto(N\phi_F)^{1/2}$,
\begin{equation}
\frac{dV_T}{dN}=\frac{V_t}{N}+\frac{V_{\rm dep}}{2N}\left(1+\frac{V_t}{\phi_F}\right)>0.
\label{slope}
\end{equation}
If the nonuniform channel is represented by its average doping, the chain rule with (\ref{av}) gives
\begin{equation}
\frac{dV_T}{dL}=-\frac{2wN_h}{L^2}\,\frac{dV_T}{dN}\bigg|_{N_{\rm av}}<0.
\label{rise}
\end{equation}
This is the reverse short-channel effect in the average-doping model. For $2wN_h/L\ll N_B$ the threshold rises linearly in $1/L$. When the pocket term dominates the average, the depletion part grows roughly as $L^{-1/2}$, apart from the slow change of $\phi_F$.

\section{What the averaging stands for}

Current passes through the pockets and the middle in series. At small drain voltage $V_D$, with constant mobility $\mu$, gate width $W$ and local electron charge $Q_n(x)$ per area, $I=\mu WQ_n\,dV/dx$. Dividing by $Q_n$ and integrating along the channel,
\begin{equation}
I=\frac{\mu W}{L}Q_{\rm eff}V_D,\qquad
\frac{L}{Q_{\rm eff}}=\int_0^L\frac{dx}{Q_n(x)}.
\end{equation}
If each segment acts as a uniform channel, with charge $Q_P$ in the pockets and $Q_B$ between them,
\begin{equation}
\frac1{Q_{\rm eff}}=\frac1{Q_B}+\frac{2w}{L}\left(\frac1{Q_P}-\frac1{Q_B}\right).
\label{series}
\end{equation}
At equal gate voltage $Q_P<Q_B$, so $Q_{\rm eff}$ falls as $L$ shrinks, and a higher gate voltage is needed to restore it. The direction of the effect thus does not rest on averaging the doping. Its size does.

Far above threshold, $Q_n\simeq C_{\rm ox}(V_G-V_T(x))$. Let $u=V_G-\langle V_T\rangle$ and $\delta=V_T(x)-\langle V_T\rangle$, with brackets for the length average. Expanding $\langle1/(u-\delta)\rangle$ and using $\langle\delta\rangle=0$ gives
\begin{equation}
\frac{Q_{\rm eff}}{C_{\rm ox}}\simeq u-\frac{\langle\delta^2\rangle}{u}.
\end{equation}
To leading order the device has the mean of the local thresholds, which is linear in $1/L$. In this regime averaging the local thresholds is a fair description.

Near threshold, charge depends exponentially on gate voltage, and the pockets control the current beyond their share of length. If the small electron charge is neglected in the gate-voltage balance, differentiating it gives $dV_G=m\,d\psi_s$ with $m=1+C_d/C_{\rm ox}$, where $C_d$ is the depletion capacitance, so $Q_P\propto e^{V_G/mV_t}$. If the pocket term dominates (\ref{series}), then $Q_{\rm eff}\simeq(L/2w)Q_P$. Holding $Q_{\rm eff}$ fixed while the length goes from $L_1$ to $L_2$ requires
\begin{equation}
\Delta V_T\simeq mV_t\ln\frac{L_1}{L_2}.
\label{log}
\end{equation}
The threshold still rises, but logarithmically.

\section{Numbers}

Take $T=300$ K, $V_t=25.85$ mV, $E_g=1.12$ eV, $n_i=10^{10}$ cm$^{-3}$, and 2 nm of silicon dioxide, for which $C_{\rm ox}=1.727\ \mu$F/cm$^2$. Let $N_B=4\times10^{17}$ cm$^{-3}$, $N_h=8\times10^{17}$ cm$^{-3}$ and $w=50$ nm. At $L=150$ nm,
\begin{align}
N_{\rm av}&=\left(4+\tfrac{100}{150}\times8\right)\times10^{17}=9.33\times10^{17}\ {\rm cm^{-3}},\nonumber\\
\phi_F&=0.02585\,\ln(9.33\times10^{7})=0.474\ {\rm V},\nonumber\\
V_{\rm dep}&=0.5422/1.727=0.314\ {\rm V},\nonumber\\
V_T&=-0.560+0.474+0.314=0.228\ {\rm V}.
\end{align}
At 1000 nm the same steps give $N_{\rm av}=4.8\times10^{17}$ cm$^{-3}$ and $V_T=0.118$ V. The average-doping model therefore predicts a rise of 110 mV. At 150 nm its slope (\ref{rise}) is $-0.73$ mV/nm.

A two-dimensional solution of Poisson's equation adds the fields of source and drain, held at fixed potential down to 30 nm. Threshold is now the gate voltage at which $Q_{\rm eff}$ reaches $0.0051\ \mu$C/cm$^2$, the electron charge of the uniform background at $\psi_s=2\phi_F$. The drain voltage is vanishingly small. Source and drain are lines of zero width at the channel ends, and on the mesh used they end at 27.5 nm. Ending them at exactly 30 nm lowers the two-dimensional values by up to 1 mV, and by about 2 mV at 100 nm without halo; giving them a lateral extent lowers the 150 nm values by a further 1 to 3 mV. The rise with halo from 1000 to 150 nm stays at 49 to 50 mV.

\begin{center}
\begin{tabular}{rccc}
$L$ (nm) & formula (V) & 2D, halo (V) & 2D, no halo (V)\\
1000 & 0.118 & 0.122 & 0.090\\
500 & 0.141 & 0.137 & 0.086\\
250 & 0.182 & 0.155 & 0.078\\
150 & 0.228 & 0.172 & 0.061\\
100 & 0.279 & 0.209 & 0.030
\end{tabular}
\end{center}

Without pockets the threshold falls by 29 mV between 1000 and 150 nm. With them it rises by 50 mV, less than half the 110 mV of the formula. About 11 mV of the gap comes from the change of threshold criterion: with the fixed charge, a uniform channel at the average doping gives a rise of 99 mV. Most of the rest comes from the weighting of the pockets near threshold: equation (\ref{series}), solved with the local charges and no lateral fields, gives a rise of only 59 mV. Lateral fields take off the other 9 mV, as the difference of two larger shifts: they lower the threshold by 67 mV at 1000 nm and by 76 mV at 150 nm, mostly because source and drain deplete the outer part of each pocket. In the two-dimensional device the pockets then carry only about half of the channel resistance at 1000 nm and about 85\% at 150 nm. The estimate (\ref{log}) comes close to the 59 mV. It leaves out the electron charge in $m$ and the background term in (\ref{series}), two errors of a few mV that partly cancel. Since the depletion charge varies as $\psi_s^{1/2}$, its derivative $C_d$ is the charge divided by $2\psi_s=4\phi_F$. In the pockets $C_d=0.619/(4\times0.481)=0.322\ \mu$F/cm$^2$, so $m=1.19$ and $\Delta V_T\simeq1.19\times25.85\times\ln(1000/150)=58$ mV.

The close match of formula and two-dimensional result at 1000 nm should not be read as accuracy. There the series calculation without lateral fields gives 0.189 V. Lateral fields bring this down to 0.122 V, near the formula, which omits both the extra weight of the pockets and those fields. The two omissions largely cancel at that length.

At 150 nm and a gate voltage of 1.2 V, the series calculation puts the shift relative to the uniform background at 114 mV, measured as the lost electron charge divided by $C_{\rm ox}$. The mean local threshold shifts by 124 mV and the threshold at the average doping by 135 mV. Both exceed the series value partly because the band bending continues to grow beyond $2\phi_F$, and does so more in the lightly doped background than in the pockets. The charges then differ by less than the thresholds suggest, so these numbers do not show which average is better at this voltage.

\section{Is the fixed width the cause?}

Let the pocket width shrink in proportion to the channel, $w=0.05L$, with all other settings unchanged. Then $2w/L$ and $N_{\rm av}$ stay constant, and the formula predicts no change. At 1000 nm this is the device already treated, with a threshold of 0.122 V. At 150 nm the pockets are 7.5 nm wide, and the two-dimensional threshold is 0.064 V. The rise has become a fall of 58 mV. Pockets this narrow lie inside the depletion regions of source and drain, and the threshold is within 3 mV of the device without halo, so the size of the fall reflects the loss of the pockets. In (\ref{series}), a constant share gives no change at all. Pockets alone do not produce the effect in this example; with their share of the channel held constant, the rise is gone.

\section{When the rise fails}

Write the threshold as $V_T(N_{\rm av})-\Delta(L)$, where $\Delta$ collects the lowering by source and drain and the error of averaging. A shorter channel then has a higher threshold if
\begin{equation}
\frac{2wN_h}{L^2}\frac{dV_T}{dN}\bigg|_{N_{\rm av}}>-\frac{d\Delta}{dL}.
\end{equation}
Weak or narrow pockets, or a strong influence of the drain, can violate this. In the example it holds on average between each pair of neighbouring lengths in the table. For $L\le w$ the left side is replaced by zero, since the doping no longer changes, and nothing in this model then opposes the roll-off.

\section{Beside a real transistor}

The oxide thickness and the 1.2 V supply are roughly those of planar silicon transistors of the 0.13 $\mu$m class, whose shortest channels are below 150 nm. The thresholds are on the low side for logic devices. Real pockets come from tilted implants and are graded in depth and along the channel, so the uniform box is the assumption most plainly broken. The quantity $wN_h$ is then uncertain. By (\ref{slope}), a 10\% change in it moves the formula's threshold at 150 nm by about 11 mV.

Other omissions also shift the threshold. With a drain voltage of 1.2 V the calculated two-dimensional threshold is about 21 mV lower at 150 nm and 30 mV lower at 100 nm. The calculation with drain voltage neglects mobile electrons in the electrostatics, which overstates each drop by 2 to 3 mV. On a (100) surface, quantum confinement lifts the lowest electron level by about 90 meV at the 1000 nm average doping and 113 meV at the 150 nm average, so in the average-doping model it would strengthen the rise by an amount of the order of the difference. Near threshold the gain should be smaller, since the same pockets carry half or more of the resistance at both lengths. In a gate doped to $10^{20}$ cm$^{-3}$ the depletion approximation gives a drop of 9 mV at 150 nm, but it fails for a drop below $V_t$. With Fermi--Dirac statistics for the gate electrons the drop is about 33 mV at 150 nm and 23 mV at 1000 nm. For a parabolic band without gap narrowing, the Fermi level of such a gate also lies about 60 meV above the band edge rather than at it, which lowers every threshold by that amount. At 358 K, with the band gap kept at 1.12 eV, the formula's threshold at 150 nm drops to 0.195 V, while its rise from 1000 nm stays near 112 mV.

The pockets also have a cost. For an abrupt junction at 1.2 V, the peak field where the drain meets a pocket is about 0.9 MV/cm, close to the rough 1 MV/cm at which band-to-band tunnelling leakage becomes a concern in silicon. This limits how far $N_h$ can be raised to hold up the threshold. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Temperature 300 K, kT/q 25.85 mV
Band gap 1.12 eV, n_i 1.0e+10 cm^-3
Relative permittivity: silicon 11.7, oxide 3.9
Oxide 2.0 nm, C_ox 1.727 uF/cm2
Background N_B 4.00e+17 cm^-3
Pocket excess N_h 8.00e+17 cm^-3, width w 50 nm
Junction depth 30 nm, supply 1.2 V
background: N 4.000e+17 cm^-3, phi_F 0.4525 V
  depletion charge 0.3467 uC/cm2, drop 0.2008 V
  depletion depth 54.1 nm, V_T 0.0933 V
average at 150 nm: N 9.333e+17 cm^-3, phi_F 0.4744 V
  depletion charge 0.5422 uC/cm2, drop 0.3140 V
  depletion depth 36.3 nm, V_T 0.2285 V
pocket: N 1.200e+18 cm^-3, phi_F 0.4809 V
  depletion charge 0.6190 uC/cm2, drop 0.3585 V
  depletion depth 32.2 nm, V_T 0.2794 V
L nm | N_av cm^-3 | V_T(N_av) | 2D halo | 2D no halo (V)
 1000 | 4.800e+17 | 0.1183 | 0.1221 | 0.0898
  500 | 5.600e+17 | 0.1411 | 0.1372 | 0.0863
  250 | 7.200e+17 | 0.1816 | 0.1553 | 0.0776
  150 | 9.333e+17 | 0.2285 | 0.1718 | 0.0609
  100 | 1.200e+18 | 0.2794 | 0.2094 | 0.0299
Rise from 1000 to 150 nm:
  average-doping formula 110.1 mV
  2D with halo 49.7 mV
  2D without halo -29.0 mV
  series, no lateral fields 58.7 mV
Series V_T at 1000, 150 nm: 0.1893, 0.2481 V
Slope dV_T/dL at 150 nm -0.729 mV/nm
Shift at 150 nm relative to uniform background:
  formula 135.2 mV, mean local V_T 124.1 mV
  series at gate voltage 1.2 V: 114.3 mV
Control at 150 nm, w 7.5 nm: 2D V_T 0.0641 V
Overlap at 70 nm: additive 1.543e+18, capped 1.200e+18 cm^-3
Threshold electron charge 0.00506 uC/cm2
Formula error, uniform: -0.34, -0.59 mV
2D change on finer grid -0.55 mV
Drain at 1.2 V, L 150 nm: V_T 0.1506 V, change -21.1 mV
Drain at 1.2 V, L 100 nm: V_T 0.1798 V, change -29.6 mV
Confinement level: background 84 meV, average at 150 nm 113 meV
Gate depletion drop at 1e+20 cm^-3: 8.9 mV
At 358 K, 150 nm: formula V_T 0.1954 V
At 358 K, formula rise 1000 to 150 nm 112.1 mV
Peak drain junction field in pocket 0.91 MV/cm
\end{verbatim}
